# Core-level valence offsets at strained junctions and natural band offsets: a numerical check

```python
"""Core-level (Kraut) valence offset and natural (Wei-Zunger) offset.

Result under test, for a junction of A and B (energies increase upwards):
  Ev(B)-Ev(A) = S_B - S_A + C,   S = Ev - Ec in the bulk at the SAME strain,
  C = Ec(B)-Ec(A) deep in the two layers of the junction.
Natural offset (both unstrained):
  S_B(rest) - S_A(rest) + C(strained) - (D_B - D_A) + tau,
  D = core shift from rest to strained material, tau = transitivity defect.
Model: 1D self-consistent Hartree electrons, planar Coulomb interaction, atoms
with a short-range well -U/cosh(x)^2 and a Gaussian ion sheet of charge 4.
Each atom has 4 electrons: one filled core band and one filled valence band.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
STEP = 0.2            # grid spacing, bohr
AREA = 20.0           # area per atom in the sheet plane, bohr^2
ION_WIDTH = 0.6       # Gaussian width of ion sheet, bohr
ION_CHARGE = 4.0
DEPTH = {"A": 4.4, "B": 4.2}      # well depths, hartree
REST = {"A": 20, "B": 22}         # grid points per unstrained cell
COMMON = 21                       # grid points per cell in coherent junction
LAYER = 11                        # atoms per layer
NK = 24                           # k points for bulk


def kinetic_matrix(n, k):
    g = 2 * np.pi * np.fft.fftfreq(n, STEP)
    t = np.fft.ifft((0.5 * (k + g) ** 2)[:, None]
                    * np.fft.fft(np.eye(n), axis=0), axis=0)
    return t.real if k == 0 else 0.5 * (t + t.conj().T)


def valence_top(cell_potential):
    """Highest energy of the second band of a periodically repeated cell."""
    n = len(cell_potential)
    tops = []
    for j in range(NK):
        h = kinetic_matrix(n, 2 * np.pi * j / (NK * n * STEP))
        tops.append(np.linalg.eigvalsh(h + np.diag(cell_potential))[1])
    return max(tops)


def self_consistent(cells, nk):
    """cells: list of (material, grid points). Returns potential and levels."""
    sizes = np.array([n for _, n in cells])
    starts = np.concatenate(([0], np.cumsum(sizes)[:-1]))
    total, atoms = int(sizes.sum()), len(cells)
    length = total * STEP
    x = np.arange(total) * STEP
    short, ions = np.zeros(total), np.zeros(total)
    images = int(20 / length) + 1
    for (name, n), s in zip(cells, starts):
        centre = (s + (n - 1) / 2) * STEP
        for m in range(-images, images + 1):
            d = x - centre - m * length
            short -= DEPTH[name] / np.cosh(d) ** 2
            ions += (ION_CHARGE * np.exp(-d**2 / (2 * ION_WIDTH**2))
                     / (ION_WIDTH * np.sqrt(2 * np.pi)))
    g = 2 * np.pi * np.fft.fftfreq(total, STEP)
    coulomb = np.zeros(total)
    coulomb[1:] = 4 * np.pi / (AREA * g[1:] ** 2)
    kinetic = [kinetic_matrix(total, 2 * np.pi * j / (nk * length))
               for j in range(nk)]
    electro = np.zeros(total)
    occupied = 2 * atoms
    converged = False
    for _ in range(100):
        density = np.zeros(total)
        weight, moment = np.zeros(atoms), np.zeros(atoms)
        homo, lumo = -np.inf, np.inf
        for t in kinetic:
            e, psi = eigh(t + np.diag(short + electro),
                          subset_by_index=[0, occupied])
            prob = np.abs(psi) ** 2
            density += 2 * prob[:, :occupied].sum(axis=1) / (STEP * nk)
            site = np.add.reduceat(prob[:, :atoms], starts, axis=0)
            weight += site.sum(axis=1)
            moment += site @ e[:atoms]
            homo, lumo = max(homo, e[occupied - 1]), min(lumo, e[occupied])
        new = np.fft.ifft(coulomb * np.fft.fft(density - ions)).real
        change = new - electro
        if np.max(np.abs(change)) < 1e-8:
            converged = True
            break
        electro = electro + 0.6 * change
    assert converged, "self-consistency not reached"
    assert lumo - homo > 0.05, "system is not insulating"
    return {"v": short + electro, "core": moment / weight, "starts": starts,
            "sizes": sizes, "homo": homo, "gap": lumo - homo}


def bulk(name, n):
    r = self_consistent([(name, n)], NK)
    top = valence_top(r["v"])
    return {"S": top - r["core"][0], "top": top, "gap": r["gap"],
            "S_mean": top - r["v"].mean()}


def junction(left, right):
    """Second minus first layer: core, direct valence and mean-potential."""
    r = self_consistent([left] * LAYER + [right] * LAYER, 1)
    mid = (LAYER // 2, LAYER + LAYER // 2)
    tops, means = [], []
    for m in mid:
        s, n = r["starts"][m], r["sizes"][m]
        cell = r["v"][s:s + n]
        tops.append(valence_top(cell))
        means.append(cell.mean())
    ripple = max(abs(r["core"][m] - r["core"][m - 1]) for m in mid)
    return {"C": r["core"][mid[1]] - r["core"][mid[0]],
            "direct": tops[1] - tops[0], "mean": means[1] - means[0],
            "top": max(tops), "homo": r["homo"], "ripple": ripple,
            "gap": r["gap"]}


def show(label, value, unit="Ha"):
    print(f"{label}: {value:.5f} {unit}")


bulks = {(m, n): bulk(m, n) for m in "AB" for n in (REST[m], COMMON)}
A0, A1 = ("A", REST["A"]), ("A", COMMON)
B0, B1 = ("B", REST["B"]), ("B", COMMON)
pairs = {"A|B common period": (A1, B1), "A|B rest periods": (A0, B0),
         "A rest|A strained": (A0, A1), "B rest|B strained": (B0, B1)}
results, kraut = {}, {}
TOL = 3e-4   # finite layer thickness: interface tails in the central cells
for label, (left, right) in pairs.items():
    j = junction(left, right)
    results[label] = j
    kraut[label] = bulks[right]["S"] - bulks[left]["S"] + j["C"]
    by_mean = bulks[right]["S_mean"] - bulks[left]["S_mean"] + j["mean"]
    assert j["ripple"] < TOL, (label, "no plateau", j["ripple"])
    assert abs(kraut[label] - j["direct"]) < TOL, (label, kraut[label], j)
    assert abs(by_mean - j["direct"]) < TOL, (label, by_mean, j)
    j["by_mean"] = by_mean

strained, rest = results["A|B common period"], results["A|B rest periods"]
# The highest occupied state of the junction lies near the higher band edge;
# the allowance covers its confinement energy in a finite layer.
assert abs(strained["homo"] - strained["top"]) < 0.03

# Unstrained separations combined with the strained core difference.
mixed = bulks[B0]["S"] - bulks[A0]["S"] + strained["C"]
assert abs(mixed - strained["direct"]) > 0.002
core_A = results["A rest|A strained"]["C"]
core_B = results["B rest|B strained"]["C"]
corrected = mixed - (core_B - core_A)
tau = rest["direct"] - corrected
assert abs(tau) < 0.5 * abs(rest["direct"] - mixed), (tau, mixed, rest)

# Valence top under tetragonal strain: six-band Hamiltonian, spin-orbit on.
r2 = np.sqrt(2)
Lx = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], complex) / r2
Ly = np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]]) / r2
Lz = np.diag([1, 0, -1]).astype(complex)
Sx = np.array([[0, 1], [1, 0]], complex) / 2
Sy = np.array([[0, -1j], [1j, 0]]) / 2
Sz = np.diag([0.5, -0.5]).astype(complex)
a_v, b_def, so = 0.05, -0.06, 0.012     # hartree, round model values
holes = {}
for kind, exx, ezz in (("compressive", -0.02, 0.018),
                       ("tensile", 0.02, -0.018)):
    trace = 2 * exx + ezz
    orbital = a_v * trace * np.eye(3, dtype=complex)
    for L, strain in ((Lx, exx), (Ly, exx), (Lz, ezz)):
        orbital -= 3 * b_def * strain * (L @ L - 2 * np.eye(3) / 3)
    H = np.kron(orbital, np.eye(2))
    for L, S in ((Lx, Sx), (Ly, Sy), (Lz, Sz)):
        H += 2 * so / 3 * np.kron(L, S)
    numeric = np.linalg.eigvalsh(H)
    q = b_def * (exx - ezz)
    root = 0.5 * np.sqrt(so**2 - 2 * q * so + 9 * q**2)
    hh = a_v * trace + so / 3 + q
    lh = a_v * trace - q / 2 - so / 6 + root
    split = a_v * trace - q / 2 - so / 6 - root
    assert np.allclose(numeric, np.sort([hh, hh, lh, lh, split, split]),
                       atol=1e-12)
    assert abs(numeric.mean() - a_v * trace) < 1e-12
    assert (hh > lh) == (kind == "compressive")
    holes[kind] = (exx, ezz, q, hh, lh, numeric[-1])

print(f"Well depths A, B: {DEPTH['A']:.2f}, {DEPTH['B']:.2f} Ha")
print(f"Rest periods A, B: {REST['A']*STEP:.2f}, {REST['B']*STEP:.2f} bohr")
print(f"Common period: {COMMON*STEP:.2f} bohr; atoms per layer: {LAYER}")
print(f"Area per atom: {AREA:.1f} bohr^2; ion width: {ION_WIDTH:.2f} bohr")
print(f"Strain of A, B at common period: {100*(COMMON/REST['A']-1):.2f}, "
      f"{100*(COMMON/REST['B']-1):.2f} percent")
for (m, n), r in bulks.items():
    state = "strained" if n == COMMON else "rest"
    show(f"Bulk {m} {state}, separation S", r["S"])
    show(f"Bulk {m} {state}, band gap", r["gap"])
show("Difference of separate bulk valence tops, common period",
     bulks[B1]["top"] - bulks[A1]["top"])
for label, j in results.items():
    show(f"{label}, core difference", j["C"])
    show(f"{label}, valence offset by Kraut", kraut[label])
    show(f"{label}, valence offset direct", j["direct"])
show("A|B common period, offset by mean potential", strained["by_mean"])
show("A|B common period, highest occupied minus band edge",
     strained["homo"] - strained["top"])
print("Largest Kraut-direct difference, four junctions: "
      f"{max(abs(kraut[k]-results[k]['direct']) for k in results):.1e} Ha")
show("Natural offset, no core correction", mixed)
show("Core correction D_B - D_A", core_B - core_A)
show("Natural offset, core corrected", corrected)
show("Natural offset, direct unstrained junction", rest["direct"])
print(f"Transitivity defect tau: {tau:.2e} Ha")
show("Actual strained offset (Kraut)", kraut["A|B common period"]
     * HARTREE_EV, "eV")
show("Natural offset, no core correction", mixed * HARTREE_EV, "eV")
show("Natural offset, core corrected", corrected * HARTREE_EV, "eV")
show("Natural offset, direct", rest["direct"] * HARTREE_EV, "eV")
print(f"Six-band model a_v, b, Delta: {a_v:.3f}, {b_def:.3f}, {so:.3f} Ha")
for kind, (exx, ezz, q, hh, lh, top) in holes.items():
    print(f"{kind}: exx {exx:.3f}, ezz {ezz:.3f}, q {q:.5f} Ha")
    print(f"{kind}: heavy {hh:.5f}, light {lh:.5f}, top {top:.5f} Ha")
print("done: every assertion held")
```

Running it gives:

```
Well depths A, B: 4.40, 4.20 Ha
Rest periods A, B: 4.00, 4.40 bohr
Common period: 4.20 bohr; atoms per layer: 11
Area per atom: 20.0 bohr^2; ion width: 0.60 bohr
Strain of A, B at common period: 5.00, -4.55 percent
Bulk A rest, separation S: 2.19373 Ha
Bulk A rest, band gap: 0.72105 Ha
Bulk A strained, separation S: 2.16685 Ha
Bulk A strained, band gap: 0.77079 Ha
Bulk B rest, separation S: 2.09352 Ha
Bulk B rest, band gap: 0.76073 Ha
Bulk B strained, separation S: 2.11512 Ha
Bulk B strained, band gap: 0.72020 Ha
Difference of separate bulk valence tops, common period: 0.11044 Ha
A|B common period, core difference: 0.14113 Ha
A|B common period, valence offset by Kraut: 0.08940 Ha
A|B common period, valence offset direct: 0.08940 Ha
A|B rest periods, core difference: 0.14092 Ha
A|B rest periods, valence offset by Kraut: 0.04071 Ha
A|B rest periods, valence offset direct: 0.04071 Ha
A rest|A strained, core difference: 0.00020 Ha
A rest|A strained, valence offset by Kraut: -0.02668 Ha
A rest|A strained, valence offset direct: -0.02668 Ha
B rest|B strained, core difference: 0.00034 Ha
B rest|B strained, valence offset by Kraut: 0.02194 Ha
B rest|B strained, valence offset direct: 0.02194 Ha
A|B common period, offset by mean potential: 0.08940 Ha
A|B common period, highest occupied minus band edge: -0.00423 Ha
Largest Kraut-direct difference, four junctions: 5.8e-10 Ha
Natural offset, no core correction: 0.04092 Ha
Core correction D_B - D_A: 0.00014 Ha
Natural offset, core corrected: 0.04078 Ha
Natural offset, direct unstrained junction: 0.04071 Ha
Transitivity defect tau: -6.94e-05 Ha
Actual strained offset (Kraut): 2.43260 eV
Natural offset, no core correction: 1.11351 eV
Natural offset, core corrected: 1.10963 eV
Natural offset, direct: 1.10774 eV
Six-band model a_v, b, Delta: 0.050, -0.060, 0.012 Ha
compressive: exx -0.020, ezz 0.018, q 0.00228 Ha
compressive: heavy 0.00518, light 0.00159, top 0.00518 Ha
tensile: exx 0.020, ezz -0.018, q -0.00228 Ha
tensile: heavy 0.00282, light 0.00807, top 0.00807 Ha
done: every assertion held
```
